# Critical Filler Radius in Thermal Interface Materials with Boundary Resistance

A thermal interface material fills the gap between a chip and its heat spreader. To raise its conductivity, highly conducting particles are mixed into it. Heat that uses a particle must cross the particle's surface on the way in and again on the way out, and each crossing costs a temperature drop. At fixed filler fraction, smaller particles mean more surface. The question for a designer is at what particle size the surface cost cancels the benefit of the conducting interior.

## Model and conventions

Equal spheres of radius $a$ and conductivity $k_p$ occupy a volume fraction $\phi$ of a matrix with conductivity $k_m$. They do not overlap, and no heat passes directly from one sphere to another. Fourier's law holds in both phases, and the conductivities do not depend on temperature. SI units are used.

The interface has a resistance $R>0$, in m² K/W. With $r$ measured from the sphere's centre, its surface conditions are

$$k_p\,\partial_rT_{\rm in}=k_m\,\partial_rT_{\rm out},\qquad T_{\rm out}-T_{\rm in}=R\,k_p\,\partial_rT_{\rm in}.$$

The sign of the second condition follows from the direction of flow: if the outside is hotter, heat flows inward, and the inward heat flux is $+k\,\partial_rT$.

A filler "worsens" the material here if the composite conductivity $k$ is below $k_m$. A layer of thickness $t$ then has a larger resistance $t/k$ than an unfilled layer of the same thickness. Contact resistances at the outer faces are not included.

## One sphere in a uniform gradient

Far from the sphere let $T=Gz$. The solutions of Laplace's equation with the same angular dependence are

$$T_{\rm in}=Bz,\qquad T_{\rm out}=Gz+\frac{Cz}{r^3},\qquad z=r\cos\theta.$$

The radial part of the dipole term is $C/r^2$, whose derivative at the surface is $-2C/a^3$. Cancelling the common factor $\cos\theta$, the two surface conditions become

$$k_pB=k_m\left(G-\frac{2C}{a^3}\right),\qquad
a\left(G+\frac{C}{a^3}-B\right)=Rk_pB.$$

The second gives

$$G+\frac{C}{a^3}=B\left(1+\frac{Rk_p}{a}\right).$$

Define the apparent sphere conductivity

$$k_s=\frac{k_p}{1+Rk_p/a},\qquad\text{or}\qquad \frac1{k_s}=\frac1{k_p}+\frac Ra .$$

Then $k_pB=k_s(G+C/a^3)$, and flux continuity reads

$$k_s\left(G+\frac{C}{a^3}\right)=k_m\left(G-\frac{2C}{a^3}\right).$$

Collecting the terms in $C$ gives $(k_s+2k_m)C/a^3=-(k_s-k_m)G$, so

$$C=-\beta a^3G,\qquad \beta=\frac{k_s-k_m}{k_s+2k_m}.$$

This is the dipole of a perfectly bonded sphere of conductivity $k_s$. The second form of $k_s$ shows the physics: the interior resistivity $1/k_p$ and the surface contribution $R/a$ add in series.

The replacement of $k_p$ by $k_s$ holds for a uniform applied gradient. For an inside field proportional to $r^l$, the radial derivative at the surface is $l/a$ times the field, and the jump condition gives $T_{\rm out}=T_{\rm in}(1+lRk_p/a)$. Higher multipoles therefore see a different apparent conductivity. In a numerical field solver, assigning $k_s$ to the particle is therefore in general an approximation when the field applied to it is not uniform. Imposing the jump itself avoids this error.

## Maxwell's composite conductivity

Place $N$ such spheres inside a large ball of radius $b$, so that $\phi=Na^3/b^3$. In Maxwell's approximation each sphere contributes the dipole it would have alone in the gradient $G$. Far away the total dipole coefficient is $-N\beta a^3G=-\phi\beta b^3G$. If the large ball is instead regarded as homogeneous with conductivity $k$, the single-sphere result without interface resistance gives $-b^3G(k-k_m)/(k+2k_m)$. Equating the two,

$$\frac{k-k_m}{k+2k_m}=\phi\beta .$$

Multiplying out gives $k-k_m=\phi\beta k+2\phi\beta k_m$, and hence

$$\boxed{\;\frac{k}{k_m}=\frac{1+2\phi\beta}{1-\phi\beta}\;}$$

Since $0<k_s<\infty$, $\beta$ lies between $-1/2$ and $1$, and the denominator is positive for $\phi<1$.

For implementation it is convenient to use the dimensionless sum

$$w=\frac{k_m}{k_s}=\frac{k_m}{k_p}+\frac{Rk_m}{a},\qquad \beta=\frac{1-w}{1+2w}.$$

The second relation follows on dividing the numerator and denominator of $\beta$ by $k_s$. This form remains regular when $k_p\to\infty$, where the first term of $w$ is set to zero.

## The critical radius

Differentiating Maxwell's result with respect to loading gives

$$\frac{dk}{d\phi}=k_m\frac{2\beta(1-\phi\beta)+\beta(1+2\phi\beta)}{(1-\phi\beta)^2}
=\frac{3\beta k_m}{(1-\phi\beta)^2}.$$

The sign of $\beta$ thus decides whether added filler helps or harms, at every loading within this model. It changes at $w=1$, that is, at $k_s=k_m$:

$$\frac{R}{a_c}=\frac1{k_m}-\frac1{k_p},\qquad
\boxed{\;a_c=\frac{Rk_mk_p}{k_p-k_m}\;}\qquad(k_p>k_m).$$

Because $R/a$ decreases with $a$, $k_s$ increases with $a$. Therefore $a<a_c$ gives $k<k_m$, and $a>a_c$ gives $k>k_m$. The fraction $\phi$ does not enter $a_c$.

If $k_p\le k_m$, then $k_s<k_p\le k_m$ at every finite radius, and the filler harms at every size. The formula for $a_c$ is then negative or singular, so code should treat this case separately.

For very conducting particles,

$$a_c\to Rk_m\qquad(k_p\to\infty).$$

This is a floor. Since $1/k_s>R/a$ for any finite $k_p$, a sphere with $a\le Rk_m$ has $k_s<a/R\le k_m$. No increase of $k_p$ can make it useful. The threshold length is set mainly by the interface and the matrix once $k_p\gg k_m$.

Near the threshold, $1-w=Rk_m(1/a_c-1/a)$ is small. To first order $\beta\simeq(1-w)/3$ and $k/k_m-1\simeq3\phi\beta$, so

$$\frac{k-k_m}{k_m}\simeq\phi Rk_m\left(\frac1{a_c}-\frac1a\right).$$

The change is proportional to the difference in interface area per unit composite volume, which is $N4\pi a^2/V=3\phi/a$ in a sample of volume $V$.

## Why the threshold does not depend on Maxwell's approximation

At $a=a_c$ the dipole coefficient $C$ vanishes. A sphere placed in a uniform gradient leaves the outside gradient uniform, so a second sphere meets the same gradient as the first. The field $T=Gz$ in the matrix, with the matching uniform gradient in each sphere, solves the problem for any number of spheres in any non-overlapping arrangement. The mean flux is then $k_mG$, and $k=k_m$.

This settles the threshold but not the sign of $k-k_m$ away from it. Two variational bounds do that. Consider a sample with flat isothermal ends separated by a length $L$ along $z$, a temperature difference $GL$, and insulated sides parallel to $z$. The spheres lie inside the sample, whose volume is $V$. Write $[T]=T_{\rm out}-T_{\rm in}$.

**Upper bound.** Define, for any trial temperature with the correct end values,

$$F[T]=\frac1V\left(\int k|\nabla T|^2\,dV+\oint\frac{[T]^2}{R}\,dS\right),$$

where the surface integral runs over all spheres. Add to the true $T$ a variation $\tau$ that vanishes on the ends and may jump at the spheres. The term linear in $\tau$ is

$$\frac2V\left(\int k\nabla T\cdot\nabla\tau\,dV+\oint\frac{[T][\tau]}{R}\,dS\right).$$

As $\nabla\cdot(k\nabla T)=0$ in each phase, integration by parts turns the first integral into $-\oint k\,\partial_rT\,[\tau]\,dS$. The minus sign arises because the matrix's outward normal at a sphere points into the sphere. The jump condition $[T]/R=k\,\partial_rT$ makes the two terms cancel. The remaining quadratic term is not negative, so the true field minimises $F$. Setting $\tau=T$ in the same integration by parts leaves the outer boundary term, $GL$ times the total current $kGV/L$. Hence the minimum is $F=kG^2$.

As a trial, take gradient $G$ in the matrix and gradient $B$ in each sphere, with equal temperatures at the sphere's centre. The jump is $(G-B)a\cos\theta$. With $v=4\pi a^3/3$ and $\oint\cos^2\theta\,dS=4\pi a^2/3=v/a$, the dissipation per unit sphere volume is

$$k_pB^2+\frac aR(G-B)^2 .$$

Its minimum satisfies $k_pB=(a/R)(G-B)$, or $B=G/(1+Rk_p/a)$. Inserting this condition gives $k_pB^2+k_pB(G-B)=k_pBG=k_sG^2$. Therefore

$$k\le(1-\phi)k_m+\phi k_s .$$

**Lower bound.** Let $\mathbf q=k\nabla T$, which is minus the heat flux, and let $Q$ be its mean $z$ component. For trial fields that are divergence-free, have continuous normal component at the spheres, no normal component on the sides and the same $Q$, define

$$D[\mathbf q]=\frac1V\left(\int\frac{|\mathbf q|^2}{k}\,dV+\oint Rq_r^2\,dS\right).$$

Add to the true $\mathbf q$ an allowed variation $\mathbf p$, which carries no net current. The linear term is $(2/V)(\int\nabla T\cdot\mathbf p\,dV+\oint[T]p_r\,dS)$. Integration by parts gives $-\oint[T]p_r\,dS$ for the first integral, plus end terms that vanish because each end is isothermal and its net variation of current is zero. The linear term thus vanishes, and the true field minimises $D$. Its value is $GQ=Q^2/k$. The uniform trial $\mathbf q=Q\hat{\mathbf z}$ costs $RQ^2v/a$ at each sphere's surface, so

$$\frac1k\le\frac{1-\phi}{k_m}+\phi\left(\frac1{k_p}+\frac Ra\right)
=\frac{1-\phi}{k_m}+\frac{\phi}{k_s}.$$

If $k_s<k_m$, the upper bound is below $k_m$. If $k_s>k_m$, the lower bound is above $k_m$. Within the continuum model the sign therefore follows from $a_c$ for every non-overlapping arrangement, ordered or random. The magnitude of $k$ does depend on the arrangement.

## Mixed sizes and the inverse problem

For several radii $a_i$ with fractions $\phi_i$, each size has its own $k_{s,i}$ and $\beta_i$. Adding the dipoles in Maxwell's argument replaces $\phi\beta$ by $\sum_i\phi_i\beta_i$. In the upper bound, $B$ can be chosen separately for each sphere, which replaces $\phi k_s$ by $\sum_i\phi_ik_{s,i}$. A powder whose radii all lie below $a_c$ therefore worsens the matrix. The lower bound gives the opposite result when all radii lie above $a_c$. If the sizes straddle $a_c$, Maxwell's model gives an estimate. The two bounds still fix the sign of $k-k_m$ if the upper one lies below $k_m$ or the lower one lies above it; otherwise they leave it open.

To find the radius needed for a target $k$ with equal spheres, first compute

$$\beta=\frac{k-k_m}{\phi(k+2k_m)} .$$

Solving $\beta=(1-w)/(1+2w)$ gives $w=(1-\beta)/(1+2\beta)$, and the definition of $w$ then gives

$$a=\frac{Rk_m}{w-k_m/k_p}.$$

For $-1/2<\beta<1$, a positive denominator is required. If it is zero or negative, no finite radius reaches the target at that loading in Maxwell's model.

## Worked example

Take the round model parameters $k_m=25$ W/(m K), $k_p=1000$ W/(m K), $R=2.0\times10^{-8}$ m² K/W and $\phi=0.25$, with a bond line of 100 µm. The floor is

$$Rk_m=(2.0\times10^{-8})(25)\ \text{m}=0.500\ \text{µm},$$

and the critical radius is

$$a_c=\frac{0.500\ \text{µm}}{1-25/1000}=0.513\ \text{µm}.$$

For $a=0.25$ µm, $Rk_p/a=80$. Thus $k_s=1000/81=12.35$ W/(m K): a particle forty times as conducting as the matrix acts as one with half the matrix conductivity. Then

$$\beta=\frac{12.35-25}{12.35+50}=-0.203,\qquad
k=25\,\frac{1-0.1015}{1+0.0507}=21.4\ \text{W/(m K)}.$$

The layer resistance rises from 4.00 to 4.68 mm² K/W, or by 17% of the unfilled value.

For $a=2$ µm, $Rk_p/a=10$ and $k_s=90.9$ W/(m K). This gives $\beta=0.468$ and

$$k=25\,\frac{1+0.234}{1-0.117}=34.9\ \text{W/(m K)}.$$

The layer resistance falls to 2.86 mm² K/W, 28% below the unfilled value. The material constants and filler fraction are the same in both cases; the particle size has changed the sign of the effect.

Passing $a_c$ does not recover the full benefit at once. At 5 µm, nearly ten times $a_c$, Maxwell's $k$ is 40.9 W/(m K), against 47.7 W/(m K) for $R=0$. The gain over the matrix is 15.9 out of a possible 22.7 W/(m K), or 70%.

A better filler shifts the threshold little once $k_p\gg k_m$. Raising $k_p$ from 50 to 200 W/(m K) lowers $a_c$ from 1.00 to 0.57 µm, but the further rise to 1000 W/(m K) lowers it only to 0.51 µm.

## Comparison with a resolved array

The numerical output also gives $k$ for a simple cubic array. There the heat equation was solved by an expansion in harmonic functions, with the flux and jump conditions imposed on the sphere, without using $k_s$ or Maxwell's formula. Root searches for $k=k_m$ at $\phi=0.10$ and $0.25$ both give 0.5128 µm, in agreement with the formula. At $a=0.25$ µm, raising the loading from 0.10 to 0.25 lowers the array's $k$ from 23.5 to 21.4 W/(m K). At 2 µm the same change raises it from 28.7 to 34.9 W/(m K).

The floor was tested with $a=0.4$ µm and $k_p=10^6$ W/(m K). The array still has $k=23.7$ W/(m K), below the matrix value. The role of the interface shows when only $R$ is changed: with the original filler at $a=0.25$ µm, the array has 21.4 W/(m K) with the interface resistance and 48.0 W/(m K) for $R=0$.

At $\phi=0.25$, for six radii between 0.1 and 5 µm, Maxwell's values differ from the array's by at most about 0.2% of the array value; for $R=0$ the difference is 0.7%. These figures apply to this array and loading, and are not error estimates for a random or densely packed filler.

## Range of use

The continuum description needs particles large compared with the mean free paths of the heat carriers. For the same filler and $R$ in a matrix with $k_m=0.2$ W/(m K), the formula gives $a_c=4.0$ nm. At that size Fourier's law inside the particle and a size-independent $k_p$ are doubtful, so the number is an estimate of scale. It does show that, with this $R$, micrometre-sized filler lies far above the threshold in such a matrix. Since $a_c$ is proportional to $R$, a poorer interface removes that margin: $R=10^{-5}$ m² K/W would give $a_c=2$ µm. The submicrometre threshold of the worked example belongs to a matrix that conducts much better.

The same caution applies to submicrometre particles, including those of the worked example, if their carriers have comparable mean free paths. The threshold itself is not sensitive to this while $k_p\gg k_m$: halving $k_p$ to 500 W/(m K) in the example moves $a_c$ only from 0.513 to 0.526 µm.

If size reduces the particle conductivity to a known $k_p(a)$, and an effective Fourier description remains adequate, the threshold condition becomes $1/k_p(a)+R/a=1/k_m$ and must be solved for $a$. The floor $Rk_m$ survives this change, because its derivation allows any finite $k_p$.

Direct conduction through particle contacts lies outside the model and can provide paths that avoid the matrix. Non-spherical particles need their own surface calculation. Voids and incomplete wetting may also make $R$ vary from particle to particle.

Finally, particle size can affect the thickness to which a layer can be pressed. If the filled layer has thickness $t$ and the unfilled one $t_0$, the filled layer has the lower bulk resistance when $t/k<t_0/k_m$, or $k/k_m>t/t_0$. A filler below $a_c$ could meet this condition only if it came with a thinner bond line. The critical radius decides the sign of the conductivity change; the choice of a layer also requires its thickness and its contact resistances.

## Computed values

```
matrix conductivity k_m = 25.0 W/(m K)
filler conductivity k_p = 1000 W/(m K)
interface resistance R = 2.0e-08 m^2 K/W
filler fraction phi = 0.25; bond line = 100 um
critical radius a_c = 0.5128 um
floor radius R k_m = 0.5000 um
unfilled layer resistance = 4.000 mm^2 K/W
conductivities in W/(m K), layer resistance (Maxwell) in mm^2 K/W:
a/um   k_s      Maxwell  array    lower    upper    layer
0.10    4.975   18.740   18.722   12.461   19.994    5.336
0.25   12.346   21.378   21.373   19.900   21.836    4.678
0.50   24.390   24.847   24.847   24.845   24.848    4.025
1.00   47.619   29.612   29.609   28.369   30.655    3.377
2.00   90.909   34.932   34.939   30.534   41.477    2.863
5.00  200.000   40.909   40.993   32.000   68.750    2.444
R = 0: Maxwell 47.674, array 48.023 W/(m K)
array root, phi=0.10, k_p=1000 W/(m K): 0.5128 um
array root, phi=0.25, k_p=1000 W/(m K): 0.5128 um
array root, phi=0.25, k_p=50 W/(m K): 1.0000 um
formula a_c for k_p=50 W/(m K): 1.0000 um
formula a_c for k_p=200 W/(m K): 0.5714 um
formula a_c for k_p=1000 W/(m K): 0.5128 um
array, a=0.25 um: phi=0.10 23.508, phi=0.25 21.373 W/(m K)
array, a=2 um: phi=0.10 28.680, phi=0.25 34.939 W/(m K)
array, a=0.4 um, k_p=1e+06 W/(m K): 23.684 W/(m K)
array, a=1000 um, k_p=10 W/(m K): 20.583 W/(m K)
second matrix k_m = 0.2 W/(m K): a_c = 4.001 nm
```
